Stopping the Re-emission Iteration in Feature-Scale Etching and Deposition

A feature-scale etching or deposition simulator that iterates reactant re-emission needs a rule for when to stop: a number of sweeps, or a limit on the last change. If every surface that molecules reach, directly or after re-emission, has a sticking probability of at least s_min > 0, the iteration converges geometrically. After n re-emission sweeps the largest error in the arrival flux obeys

max|Γ − Γ_n| ≤ (1 − s_min)ⁿ⁺¹ max Γ₀ / s_min,

where Γ₀ is the direct flux and the sweeps are the undamped ones defined below, started from Γ₀. To guarantee an error no larger than ε, stop when the last change satisfies

max|Γ_n − Γ_{n−1}| ≤ ε s_min / (1 − s_min).

The minimum must include surfaces that the source does not see. If it is taken over directly lit surfaces alone, both statements can fail.

## What is iterated

Γ(x) is the number of reactant molecules arriving at surface point x per unit area and time. A fraction s(x) reacts there, and the rest leaves again. We assume a steady state, flight without gas collisions, sticking independent of flux, and diffuse re-emission: the molecules forget their arrival direction and leave with the cosine law.

A surface element dA_y re-emits (1 − s(y))Γ(y)dA_y molecules per unit time. The fraction cosθ_y dω/π goes into solid angle dω, with θ_y measured from the normal. The receiving element dA_x at distance r fills dω = cosθ_x dA_x/r². Dividing by dA_x gives the flux received per unit area. Summing over the surface S,

Γ(x) = Γ₀(x) + ∫_S K(x,y)(1 − s(y))Γ(y) dA_y,

K(x,y) = V(x,y) cosθ_x cosθ_y / (πr²).

V is 1 if the points see each other and 0 otherwise. Call the integral operator M, so that Γ = Γ₀ + MΓ. The iteration starts from Γ₀ and repeats

Γ_{n+1} = Γ₀ + MΓ_n, so Γ_n = Γ₀ + MΓ₀ + … + MⁿΓ₀.

The term MᵏΓ₀ is the flux of molecules that have been re-emitted k times. Every term is nonnegative, so stopping early underestimates the flux or leaves it unchanged at each point.

## Why a minimum sticking probability is enough

Seen from x, the element dA_y fills the solid angle dω_x = cosθ_y dA_y/r². Hence

∫_S K(x,y)dA_y = (1/π)∫_{surface seen} cosθ_x dω_x.

Over the whole hemisphere the right side would be

(1/π)∫₀^{π/2} 2π cosθ sinθ dθ = 1.

If e(x) is the cosine-weighted part of the hemisphere occupied by the opening, then

∫_S K(x,y)dA_y = 1 − e(x) ≤ 1.

Let ‖g‖ be the largest magnitude of a bounded function g on the surface, and put q = 1 − s_min. Since K is nonnegative and 1 − s(y) ≤ q,

|Mg(x)| ≤ ∫K(x,y)(1 − s(y))|g(y)|dA_y ≤ q‖g‖(1 − e(x)) ≤ q‖g‖.

Repeated use gives ‖MᵏΓ₀‖ ≤ qᵏ‖Γ₀‖. For m > n,

‖Γ_m − Γ_n‖ ≤ Σ_{k=n+1}^m qᵏ‖Γ₀‖ ≤ qⁿ⁺¹‖Γ₀‖/(1 − q).

The right side vanishes as n grows, so the sums converge uniformly to a bounded limit Γ. Because M is bounded, taking the limit of Γ_{n+1} = Γ₀ + MΓ_n gives Γ = Γ₀ + MΓ. If there were two bounded solutions, their difference d would satisfy d = Md and ‖d‖ ≤ q‖d‖; since q < 1, d = 0. Letting m go to infinity gives the opening error bound, because 1 − q = s_min.

For the stopping rule, write Δ_n = Γ_n − Γ_{n−1} = MⁿΓ₀. What remains to be added is

Γ − Γ_n = MΔ_n + M²Δ_n + …,

‖Γ − Γ_n‖ ≤ (q + q² + …)‖Δ_n‖ = [q/(1 − q)]‖Δ_n‖.

At s_min = 0.05 the factor is 0.95/0.05 = 19. A small last change is therefore a different requirement from an equally small error.

The stopping rule uses only Δ_{n+1} = MΔ_n, so it holds for any starting guess, such as the flux from the previous shape. The a priori bound and the underestimate need the start from Γ₀. For damped sweeps, Γ_{n+1} = (1 − ω)Γ_n + ω(Γ₀ + MΓ_n) with 0 < ω ≤ 1, the changes shrink by at most 1 − ω + ωq = 1 − ωs_min, so s_min in the stopping rule must be replaced by ωs_min.

The pointwise bound uses the cosine law, through the hemisphere seen by the receiver. A weaker result survives for other re-emission laws. Let N_k be the total arrival rate of molecules re-emitted k times. Each re-emitted molecule has at most one next arrival, so N_{k+1} ≤ qN_k. The total missing arrival rate still falls geometrically, but this does not bound the error at each point.

## A bound without 1/s_min for an isotropic gas

Suppose that an isotropic gas above the feature gives flux Γ_gas on an open flat surface. Its flux per solid angle at normal incidence is Γ_gas/π, so the direct flux at x is

Γ₀(x) = (1/π)∫_{opening seen} Γ_gas cosθ_x dω_x = e(x)Γ_gas.

Write K acting on a function for integration with kernel K. The hemisphere relation is then 1 = e + K1. Define the relative deficit u = 1 − Γ/Γ_gas. Then

u = 1 − e − K[(1 − s)(1 − u)]
= K1 − K(1 − s) + K[(1 − s)u]
= Ks + K[(1 − s)u].

This has the same form as the flux equation, with the nonnegative source Ks. Its convergent series has nonnegative terms, so u ≥ 0 and Γ ≤ Γ_gas.

Substituting Γ = Γ₀ + MΓ into its own right side n times gives Γ = Γ_n + Mⁿ⁺¹Γ. Therefore

‖Γ − Γ_n‖ ≤ qⁿ⁺¹Γ_gas.

The factor 1/s_min has gone. This bound is the smaller of the two when s_min < max Γ₀/Γ_gas; at higher sticking the general bound is smaller. For a relative tolerance η = ε/Γ_gas below one, it suffices that

n + 1 ≥ ln(1/η) / [−ln(1 − s_min)].

For small s_min the denominator is close to s_min, so this guaranteed count grows as 1/s_min.

## When the bound is tight, and when escape helps

In a closed cavity with uniform s and uniform Γ₀, K1 = 1. Thus MΓ₀ = qΓ₀, Γ = Γ₀/s, and the error is qⁿ⁺¹Γ₀/s. The general bound is an equality, so no smaller factor can serve for all features.

An open feature also loses molecules through its opening. Consider a long trench of width w and depth h with uniform s. Once the surface is divided into elements, M is a matrix whose largest eigenvalue magnitude, ρ, sets the asymptotic error factor when the source excites that mode. Here ρ = (1 − s)ρ₀, where ρ₀ is the value without sticking.

A lower estimate follows from K(x,y) = K(y,x). For a symmetric operator, the average ∫φKφ/∫φ² cannot exceed ρ₀. Take φ = 1 on the two walls and floor, whose total length in cross-section is 2h + w. The numerator is the integral of 1 − e. By reciprocity, the integral of e over the surface equals the opening width times the fraction of molecules from the opening that reach the surface. That fraction is one, so

ρ₀ ≥ [(2h + w) − w]/(2h + w) = 1 − w/(2h + w).

With the upper bound this gives

(1 − s)[1 − w/(2h + w)] ≤ ρ ≤ 1 − s.

As h/w grows, the two sides meet: escape becomes too slow to help, and sticking sets the rate. In a shallow trench with small s, escape can make convergence much faster than the sticking bound suggests.

Positive sticking is thus sufficient but not necessary. In a closed cavity without sticking, however, a uniform source gives Γ_n = (n + 1)Γ₀, which grows without limit. No steady state exists because molecules enter and are never removed.

## Why directly lit surfaces are not enough

Take a long cavity with a square cross-section of side 1. A slot of width a is centred in its top, and a vertical beam lights a floor strip of the same width. Let that strip have s = 0.5 and all other surfaces s = 0. A minimum taken over the lit strip would promise an error factor of 0.5.

The nonzero eigenvalues of M are those of the symmetric operator √(1 − s) K √(1 − s). Choose φ = 1 on the nonabsorbing surface, of length 4 − 2a, and φ = 0 on the strip. The average falls below one because some re-emitted molecules reach the strip or the slot. By reciprocity each of these losses, integrated over the nonabsorbing surface, is at most a. Hence

ρ ≥ 1 − 2a/(4 − 2a).

For a = 0.20 the lower bound is 0.889, and the computed factor is 0.925. For a = 0.04 the values are 0.980 and 0.985. The factor tends to one as the slot closes, although the lit strip keeps s = 0.5. Molecules spend many generations between dark surfaces that do not absorb.

If a mask or liner has zero sticking, the simple bound gives q = 1 and no guarantee. One can then use the largest row sum of the discretized M as q, provided it is below one. The contraction proof and stopping rule carry over unchanged.

## From the surface integral to a matrix

For a long trench, let ρ_xy be the distance between two points in the cross-section and α_x, α_y the angles there. With z along the trench, r² = ρ_xy² + z² and cosθ = (ρ_xy/r)cosα. The substitution z = ρ_xy tan t gives

∫dz/(ρ_xy² + z²)² = ρ_xy⁻³∫_{−π/2}^{π/2} cos²t dt = π/(2ρ_xy³).

The kernel per unit length in the cross-section becomes

K = V [ρ_xy² cosα_x cosα_y/π][π/(2ρ_xy³)] = V cosα_x cosα_y/(2ρ_xy).

Let F_ij be the fraction of molecules leaving element i that reach element j. Take i to run from a to b, with length L_i, and j to have end points c and d, with d seen at the larger angle α, measured from the normal of i and positive towards b. From one point of i, the fraction reaching j is

½∫_{α_c}^{α_d} cosα dα = ½(sinα_d − sinα_c).

As the point moves along i, its distance to d changes at the rate −sinα_d. Therefore ∫sinα_d dl = |ad| − |bd|, and likewise for c. Averaging over i,

F_ij = (|ad| + |bc| − |ac| − |bd|)/(2L_i).

These are the crossed lines minus the uncrossed lines. The formula requires the elements to see each other completely; partial shadows need a visibility calculation.

With flux constant on each element, particle balance reads

L_iΓ_i = L_iΓ₀_i + Σ_j L_jF_ji(1 − s_j)Γ_j.

Reciprocity, L_jF_ji = L_iF_ij, turns this into

Γ_i = Γ₀_i + Σ_j F_ij(1 − s_j)Γ_j.

The row sums of F are 1 − e_i, so the bounds hold for the matrix too. If approximate view factors have row sums above one, the general bound and the stopping rule still hold with q replaced by the actual largest row sum of F_ij(1 − s_j), provided it is below one. The isotropic-gas bound holds when e_i + Σ_j F_ij ≤ 1, because a shortfall only adds a nonnegative term to the source of the deficit u; it can fail when this sum exceeds one. The stopping rule controls iteration error for the chosen mesh; it says nothing about the mesh error.

## A copper deposition example

Consider low-pressure chemical vapour deposition of copper in a long trench with w = 100 nm, h = 400 nm and uniform s = 0.05. Rough inputs are a temperature of 450 K, a precursor pressure of 0.002 Torr at the wafer surface and a molecular mass of 370 u. The gas flux is

Γ_gas = P/√(2πmk_BT) = 1722 nm⁻² s⁻¹.

We assume a copper(I) precursor that disproportionates: of every two molecules consumed, one copper atom is deposited and the other leaves in a volatile by-product. The face-centred cubic cell contains four atoms, so a rough lattice parameter of 0.36 nm gives an atomic volume of 0.36³/4 = 0.01166 nm³. Growth on the open surface is

0.5 × 0.05 × 1722 × 0.01166 × 60 ≈ 30.1 nm/min.

The largest eigenvalue without sticking is 0.917, above its lower bound 1 − 100/900 = 0.889. With sticking, ρ = 0.95 × 0.917 = 0.871. One decimal digit therefore costs about ln10/[−ln0.871] ≈ 17 sweeps at late times, compared with 45 for the guaranteed factor 0.95.

The mean floor flux and the largest error anywhere, both relative to Γ_gas, develop as follows:

n = 0: floor 0.123, error 0.590
n = 10: floor 0.482, error 0.167
n = 30: floor 0.623, error 0.0107
n = 60: floor 0.6323, error 0.00017

The converged floor value is 0.6325. Ten sweeps leave it 24% too low, which could be mistaken for a physical loss of deposition at the bottom.

For an error of 10⁻⁶ Γ_gas, the general bound guarantees 314 sweeps and the isotropic-gas bound 269. The actual error first meets the tolerance at 98. The safe stopping rule stops at 105. Stopping when the last change itself is below 10⁻⁶ ends at 84, with an error of 6.3 × 10⁻⁶. This follows from the late geometric tail: its sum is about 0.871/(1 − 0.871) ≈ 6.8 times the last change.

The mean wall flux is 0.668 Γ_gas. The growth rates are 30.1 × 0.6325 ≈ 19 nm/min on the floor and 20 nm/min on the walls. Particle balance gives an absorbed fraction

0.05 × (800 × 0.6679 + 100 × 0.6325)/100 ≈ 0.299,

and 0.701 of the entering molecules escape. Independent tracing of molecules in three dimensions gives a floor flux of 0.630 ± 0.002, where the uncertainty is one standard error. It agrees with 0.6325 within 1.4 standard errors. Doubling the element length changes the floor mean by 1.4 × 10⁻⁵ Γ_gas. The value lies close to 0.63245, so its fourth digit can round to 4 or 5 depending on the discretization.

## How the example compares with a real process

Copper interconnect trenches are commonly filled by electroplating on a seed layer; the example concerns the vapour route. Its pressures, temperature and growth rate are meant as rough process values. Sticking depends on precursor, temperature and surface condition, so 0.05 is a model choice, not a property of copper.

Gas collisions are a small correction here. For a rough collision diameter of 0.6 nm, a carrier mass of 28 u and 0.2 Torr total pressure, the mean free path is 54.6 μm. The mean path inside the trench is 1.07 μm, giving about 0.02 collisions per entering molecule. The mean flight time, excluding time spent adsorbed, is 6.7 ns; growth during that time is negligible.

Three other assumptions matter more:

- Growth narrows the trench. With 10 nm on each wall and the depth held at 400 nm, the floor flux falls from 0.632 to 0.553 Γ_gas, or by 12.5%. At the initial mean wall rate this film takes about half a minute, so the flux must be recalculated as the shape changes. A uniform film understates the effect: the wall flux runs from about 0.86 Γ_gas at the mouth to 0.59 Γ_gas at the bottom, and a straight taper that follows it lowers the floor flux by roughly 15–17%.
- Sticking can depend on flux. If s = 0.05(Γ/Γ_gas)^(−1/2), the ratio of floor to open-surface growth rises from 0.63 to 0.75, or by 19%. The exponent is an illustration, not the measured kinetics of this precursor; a sticking that falls as the flux falls lowers the ratio instead and puts s_min below the open-surface value. The equation is then nonlinear, and the fixed-sticking proof applies to each solution with s held fixed, not to the outer update of s.
- Re-emission may be partly mirror-like. With a 20% specular fraction and the same sticking, traced floor flux is 0.668 ± 0.002, against 0.630 ± 0.002 traced and 0.6325 computed for diffuse re-emission. The rise is 5–6%, well beyond the sampling error.

Surface diffusion, adsorption of by-products and the ends of the trench are not included, and their effects have not been sized. Nor is the depletion of precursor in the gas above the wafer: the pressure at the surface can lie well below the reactor value, which lowers all rates and, for constant s, leaves the fluxes relative to Γ_gas unchanged.

## Choosing the setting

Find the smallest sticking probability on all surfaces that molecules can reach, including undersides and shadowed walls. Choose an absolute flux error ε, small against the lowest flux that matters, and stop on the last change multiplied by (1 − s_min)/s_min. For undamped sweeps started from Γ₀, set the maximum sweep count from the general a priori bound, the one containing 1/s_min, so that it does not end the calculation before the stopping rule can act. For damped sweeps, use ωs_min in the stopping factor and take as the maximum the smallest n with (1 − ωs_min)ⁿ(1 − s_min) max Γ₀/s_min ≤ ε. The undamped count is then too small: at ω = 0.2 and ε = 10⁻⁶ Γ_gas the rule acts near sweep 550 in the example, beyond the undamped 314.

For this copper trench, an error of 10⁻³ Γ_gas is far below the 5–19% changes found above. The isotropic-gas bound guarantees it after ln(1000)/[−ln0.95] − 1, rounded up to 134 sweeps; the actual error is already below it at 60. A tighter tolerance is useful for comparing meshes or small changes of geometry, but it does not make the physical model more accurate.

For etching, s is the probability that an arriving reactant is lost at the surface, whether by the etching reaction or by recombination. The same setting applies to neutral reactants that re-emit diffusely. Ions that reflect at grazing incidence need another kernel, and sticking altered by ion bombardment must be updated along with the surface state. The full set of computed values is in the numerical output below.

Computed values

```
Trench width, depth: 100, 400 nm
Sticking probability: 0.05
Temperature: 450 K
Precursor, total pressure: 0.002, 0.2 Torr
Precursor, carrier mass: 370, 28 u
Collision diameter: 0.6 nm
Cu lattice parameter: 0.36 nm
Cu atomic volume: 0.01166 nm^3
Cu atoms per reacted molecule: 0.5
Flat-surface arrival flux: 1721.7 nm^-2 s^-1
Wall, floor elements: 200 per wall, 50
Largest direct flux / gas flux: 0.4950
Contraction bound 1-s: 0.9500
Open trench spectral radius at s=0: 0.91714
Asymptotic factor at chosen s: 0.87128
Measured late increment ratio: 0.87128
n=0: floor flux/gas flux 0.123106
n=0: max error 5.902e-01, gas bound 9.500e-01
n=10: floor flux/gas flux 0.482388
n=10: max error 1.673e-01, gas bound 5.688e-01
n=30: floor flux/gas flux 0.622889
n=30: max error 1.067e-02, gas bound 2.039e-01
n=60: floor flux/gas flux 0.632297
n=60: max error 1.709e-04, gas bound 4.377e-02
Error tolerance / gas flux: 1.0e-06
General a priori iteration count: 314
Isotropic-gas a priori count: 269
Safe increment stopping count: 105
First count meeting true tolerance: 98
Unsafe increment stopping count: 84
True error at unsafe stop: 6.260e-06
Floor mean flux / gas flux: 0.6325
Wall mean flux / gas flux: 0.6679
Traced floor flux: 0.6297 +/- 0.0021
Floor change on mesh halving: 1.42e-05
Absorbed, escaped fractions: 0.2988, 0.7012
Flat-surface growth rate: 30.12 nm/min
Floor mean growth rate: 19.05 nm/min
Wall mean growth rate: 20.12 nm/min
Slot/cavity width 0.20: factor 0.92497
Slot/cavity width 0.04: factor 0.98500
Directly lit strip sticking: 0.50
Mean molecular path in trench: 1073 nm
Gas mean free path: 54.6 um
Expected gas collisions per entry: 0.0196
Mean flight time in trench: 6.68 ns
Film for narrowing test: 10 nm per wall
Floor flux after narrowing: 0.5534
Half-order floor/flat growth: 0.7515
Specular fraction tested: 0.20
Specular-case floor flux: 0.6675 +/- 0.0020
```
